Does a Uniform Carbon Film Blur the Image from a Mirror?

Q: My extreme-ultraviolet mirror has grown a carbon film 2 nm thick, perfectly uniform. The film changes the optical path, and path error is aberration. So the image must be blurred, and the more phase the film adds, the worse the blur.

A: Your first step is right and your second is not. Aberration is a difference of phase between parts of the pupil, the set of ray directions that form the image. Let me fix conventions first. The time factor is exp(−iωt), θ is the incidence angle from the mirror normal, k = 2π/λ, and q = k cosθ is the normal wavenumber in vacuum. The film has thickness d and index n = 1 − δ + iκ.

Take a plane mirror with a laterally uniform film. Sliding this structure sideways changes nothing, so it cannot turn one lateral wavevector into another. Each incident plane wave of definite polarization, s or p, gives one reflected plane wave. Let R be its amplitude from the clean mirror and R′ from the coated one, both referred to the original mirror surface. The film's whole effect on that wave is the complex factor

F(θ) = R′(θ)/R(θ).

Write p = (p_x, p_y) for the transverse direction cosines and A(p) for the pupil amplitude of the clean system, whose own phase I take as compensated by the design. At image position x the amplitude is

U(x) = ∫ A(p) F(θ(p)) exp(ik p·x) d²p.

If F has the same value F₀ for every ray, it comes out of the integral:

|U(x)|² = |F₀|² |∫ A(p) exp(ik p·x) d²p|².

The phase of F₀ has gone. It is called piston. The modulus changes the dose, but not the normalized image at that wavelength.

Q: Then piston has no consequence whatever?

A: It has none in this image, because all the light carries it. If the film covered half the pupil, or one arm of an interferometer, the same phase would be a difference between two beams and would be visible.

Q: A focused beam contains many directions. Can a real cone of rays ever have one incidence angle?

A: Yes. Put a point source at the centre of curvature of a concave spherical mirror. Every ray travels along a radius and meets the surface normally, however wide the cone. A concentric film replaces a vacuum length d by an optical length nd, on the way in and on the way out, so for real n the optical path difference is

OPD = 2(n − 1)d

for every ray. The film has raised the outer surface, but by the same optical amount everywhere.

At other angles the lateral wavevector k sinθ is conserved, so the normal wavenumber in the film is k√(n² − sin²θ) instead of k cosθ. The light crosses the thickness twice:

OPD_path = 2d[√(n² − sin²θ) − cosθ].

Since n² − sin²θ = cos²θ + (n² − 1), and n² − 1 ≈ −2δ for real n near one, expanding the root gives

√(cos²θ − 2δ) ≈ cosθ − δ/cosθ,

OPD_path ≈ −2δd/cosθ.

On a curved mirror this law holds with the local angle, provided the film is thin compared with the radius of curvature. Move the source along the axis to 0.6 radii from the centre, away from the mirror, and send out rays within 0.6 rad of the axis. By the law of sines, sinθ = 0.6 sin(0.6) = 0.339 at the edge, so 1/cosθ = 1.063. The path term should vary by about 6%. A numerical ray trace with n = 0.96 gives a spread of 6.4% of the mean. The film is the same in both cases; only the angles have changed.

Q: So the aberration is that 1/cosθ variation, and I can stop there?

A: No. The mirror is a multilayer, and its reflection phase depends strongly on angle. Incident and reflected waves form a standing wave, and the film responds to the field where it sits.

For s polarization the electric field E is parallel to the surface. Let z point outward from the clean surface, with the film in 0 < z < d. In that region the clean field E₀ and the coated field E obey

E₀″ + q²E₀ = 0,

E″ + [q² + k²(n² − 1)]E = 0.

Multiply the second equation by E₀, the first by E, and subtract:

(E₀E′ − EE₀′)′ = −k²(n² − 1)EE₀.

Inside the mirror both fields obey the same equation, so there the bracket W = E₀E′ − EE₀′ is constant. Deep in the substrate both are multiples of the same transmitted wave, which makes W zero. It therefore starts from zero at z = 0. Above the film,

E₀ = exp(−iqz) + R exp(iqz), E = exp(−iqz) + R′ exp(iqz).

Insert these in W. The terms with two equal exponentials cancel, and the mixed terms leave W = 2iq(R′ − R). Integrating across the film gives

2iq(R′ − R) = −k²(n² − 1)∫₀ᵈ EE₀ dz.

Divide by 2iqR and use −1/i = i:

F − 1 = [ik²(n² − 1)/(2qR)] ∫₀ᵈ EE₀ dz.

For a weak, thin film replace E by E₀, which keeps the first order in n² − 1. Then

F − 1 ≈ [ik²(n² − 1)/(2qR)] ∫₀ᵈ [exp(−iqz) + R exp(iqz)]² dz.

The square contains 2R, whose integral gives ik²(n² − 1)d/q ≈ −2ik²δd/q for real n. Dividing that phase by k gives the path term −2δd/cosθ. The other two terms contain 1/R and R, and through them the reflection phase of the mirror enters the film's own phase.

Q: Show me what that does without all the complex factors.

A: Take a lossless mirror, R = exp(iφ), and a lossless film. Taking exp(iφ/2) out of the field and squaring gives

[exp(−iqz) + R exp(iqz)]²/R = 4cos²(qz + φ/2).

This is the standing-wave intensity. With n² − 1 ≈ −2δ, the phase is −(k²δ/q) times its integral. Divide by k, use k/q = 1/cosθ, and write 4cos²u = 2 + 2cos2u:

OPD ≈ −(δ/cosθ){2d + [sin(2qd + φ) − sinφ]/q}.

If φ = π the clean surface is a node, and the expression becomes

OPD ≈ −(δ/cosθ)[2d − sin(2qd)/q].

For qd much less than one, sin(2qd) ≈ 2qd − (2qd)³/6, so

OPD ≈ −4δq²d³/(3cosθ).

A very thin film at a node adds almost no phase, because almost no field is there. At an antinode, φ = 0, the same limit is −4δd/cosθ, twice the path term.

Q: Now put in my 2 nm.

A: I use rounded parameters. The wavelength is 13.5 nm, a photon energy of 91.8 eV. The indices are 0.960 + 0.007i for carbon, 0.920 + 0.006i for molybdenum and 0.999 + 0.002i for silicon. The mirror has 40 Mo/Si bilayers with silicon on top, on a silicon substrate, and molybdenum fills 0.4 of each period. The chief ray, at the centre of the cone, arrives at 10°, and the cone half-angle α has sinα = 0.06. Scanning the period in steps of 0.01 nm for the highest reflectance at 10° gives 7.03 nm and a reflectance of 0.743.

Choose axes along the chief ray. A ray has direction (p_x, p_y, √(1 − p²)) with p² = p_x² + p_y², and the normal is (sinθ₀, 0, cosθ₀) with θ₀ = 10°. Their scalar product is

cosθ = cosθ₀ √(1 − p²) + p_x sinθ₀.

The angles run from 6.6° to 13.4°. I find R and R′ by matching tangential fields at every interface, from the substrate upward, so the values called computed below do not rest on the weak-film approximation. They treat every ray as s polarized unless I say otherwise. Averages over the pupil are weighted by the amplitude A|F|, except for the path term, where the weight is uniform.

The computed mean OPD is −74.5 pm. The path term alone would give −162.7 pm.

Q: Less than half. Is that your node?

A: Suppose it is. At 10°, k = 0.4654 nm⁻¹, q = 0.4584 nm⁻¹ and δ/cosθ₀ = 0.0406. With d = 2 nm, 2qd = 1.833 and sin(2qd)/q = 2.107 nm. The node formula then gives

OPD ≈ −0.0406 × (4 − 2.107) nm ≈ −77 pm.

For films of 1 and 4 nm it gives about −11 and −369 pm, where the full computation gives −11.6 and −355.4 pm. A node close to the clean surface therefore accounts for the size and the strongly nonlinear growth of the piston in this model.

Q: And the part that could harm the image?

A: Across the cone the path term varies by 3.6 pm. The full OPD varies by about 100 pm. The reflection phase accounts for the difference. Differentiate the lossless formula with respect to φ, at fixed angle and thickness, and set φ = π:

∂OPD/∂φ = −2δ sin²(qd)/(q cosθ).

With sin²(qd) = 0.630 this is about −112 pm per radian. Across the cone the clean mirror's computed phase falls by 1.03 rad, from 0.40 rad above π to 0.63 rad below it. The slope alone would turn that into about 115 pm, but the slope itself changes over so large an interval. Putting the two end phases into the lossless formula, with q and θ held at their chief-ray values, gives about 100 pm, close to the full result.

Q: Then you have conceded the point. A hundred picometres of phase variation is aberration.

A: It is a departure from a constant phase, but we must ask what shape it has. Near the chief ray, expand the OPD in p_x and p_y. The first term is a p_x. Put it in the image integral:

exp(ika p_x) exp(ikp_x x) = exp[ikp_x(x + a)].

The pattern moves to x = −a and keeps its form. The next terms are quadratic. The part proportional to p² is a focus error, which refocusing removes. What remains after piston, tilt and focus cannot be repaired by moving the image plane.

For the path term the tilt can be found by hand. From −2δd/cosθ and ∂cosθ/∂p_x = sinθ₀ at the chief ray,

a_path = 2δd sinθ₀/cos²θ₀.

Over a uniform disc of radius sinα the rms of p_x is sinα/2, so

rms_path ≈ δd sinθ₀ sinα/cos²θ₀ = 0.04 × 2 nm × 0.1736 × 0.06/0.9698 ≈ 0.86 pm.

Direct evaluation of the path law gives 0.90 pm. Most of the gap comes from the expansion in δ: differentiating the unexpanded law puts cosθ₀/√(n² − sin²θ₀) − 1 = 0.0430 in place of δ/cos²θ₀ = 0.0412. The dropped quadratic terms in p_x and p_y add only a little.

For the full OPD, least-squares fits over the pupil give an rms of 25.95 pm after removing piston, 2.16 pm after removing tilt as well, and 1.40 pm after removing focus too. The finite pupil grid leaves these and the later rms values uncertain by about 0.3%, enough to move the last digit shown. Most of the variation is tilt.

Q: Translate that into an image I would measure.

A: Summing the pupil waves directly, the image from this cone has a full width at half maximum of about 116 nm, and the film changes it by only about 0.01 nm: slightly wider along x, slightly narrower along y. That change comes from the variation of |F| over the pupil, not from the phase. The peak moves by 0.86 nm, under 1% of the width. If every field point moved equally, this would be a registration offset. If the incidence angles differ from one field point to another, the shift can differ too, and that is distortion.

The peak height shows how piston misleads. Let Φ = k·OPD and let ⟨ ⟩ be the weighted pupil average. For small Φ,

⟨exp(iΦ)⟩ ≈ 1 + i⟨Φ⟩ − ⟨Φ²⟩/2.

Squaring the modulus and keeping second order,

|⟨exp(iΦ)⟩|² ≈ 1 − ⟨Φ²⟩ + ⟨Φ⟩².

The loss is the variance of the phase. The mean has dropped out. At the original image point it is

(0.4654 nm⁻¹ × 0.02595 nm)² ≈ 1.5 × 10⁻⁴,

and at the shifted peak, where tilt no longer counts,

(0.4654 nm⁻¹ × 0.00216 nm)² ≈ 1.0 × 10⁻⁶.

The direct sums give the same values to these digits. Your rule would have put the piston itself into the square:

(0.4654 nm⁻¹ × 0.0745 nm)² ≈ 1.2 × 10⁻³,

about a thousand times the loss at the shifted peak.

Q: At least a thicker film must blur more.

A: Not in step with its piston. For 1, 2 and 4 nm, the piston magnitude is 11.6, 74.5 and 355.4 pm. The rms left after removing piston, tilt and focus is 1.56, 1.40 and 2.28 pm. From 1 to 2 nm the piston grows sixfold while the residual falls slightly.

The cone matters in a more regular way. While the cone is narrow, the linear term makes the piston-free rms proportional to sinα, and the quadratic terms make the tilt-free rms proportional to sin²α. On going from sinα = 0.010 to 0.005, the two fall by factors of 2.00 and 4.00.

There is a second limit, a plane mirror with the chief ray at normal incidence. Then cosθ = √(1 − p²), and a scalar phase, common to both polarizations, has no linear term. Its quadratic term is focus, and the first part that refocusing cannot remove is of order p⁴.

Q: You said scalar. What does polarization do?

A: At oblique incidence F differs for s and p. At 10° the p value of the OPD differs from the s value by −2.7 pm. If the incidence angle is equal everywhere but the plane of incidence turns around the pupil, a fixed input polarization is divided differently between s and p. The film then acts as a matrix that varies over the pupil, and equal angle is no longer enough for pure piston. In the 10° example the effect is small: a fixed linear polarization that is s for the chief ray gives a final rms about 4% below the value with every ray taken as s.

If every ray meets the surface normally, as with the source at the centre of curvature, s and p coincide and this difficulty vanishes. In a cone about the normal of a plane mirror, only the chief ray is at normal incidence. For a fixed linear polarization the other rays then leave a term of order p² that refocusing cannot remove, though here it is only about 0.06 pm rms at sinα = 0.06.

Q: Surely the film at least absorbs light?

A: It absorbs, yet in this model the 2 nm film raises the reflected power by 0.3%. The weak-film integral explains it. Put R = −r, a node with 0 < r < 1, and keep n² − 1 ≈ −2δ + 2iκ. Then

[exp(−iqz) − r exp(iqz)]²/(−r) = 2 − (r + 1/r)cos(2qz) + i(1/r − r)sin(2qz).

Call the integrals of the real and imaginary parts over the film P and B:

P = 2d − (r + 1/r) sin(2qd)/(2q),

B = (1/r − r) sin²(qd)/q.

The prefactor is ik²(−2δ + 2iκ)/(2q) = −(k²/q)(κ + iδ), so

F − 1 ≈ −(k²/q)(κ + iδ)(P + iB).

To first order |F|² − 1 is twice the real part:

|F|² − 1 ≈ (2k²/q)(δB − κP).

The term κP is absorption, kept small by the node. The term δB is the film's own weak reflection adding to that of the mirror, and it vanishes for r = 1. Here r = √0.743 = 0.862, P = 1.87 nm and B = 0.41 nm, so δB = 0.0164 nm and κP = 0.0131 nm. With k²/q = 0.473 nm⁻¹ the gain is about 0.003, as computed. At 4 nm more of the film lies in strong field, and the computed power is 3.1% below the clean value.

Q: How much of this may I carry over to a real tool?

A: The wavelength, the layer materials and a film of a few nanometres are roughly those of carbon contamination on Mo/Si mirrors, but the sharp interfaces make the reflectance of 0.743 optimistic; real mirrors reach somewhat under 0.7. Many also carry a cap. With 2.5 nm of ruthenium, index 0.890 + 0.017i, on the same stack without retuning, the final rms rises from 1.40 to 3.13 pm. The cap also moves the film off the node: in this model the piston grows to about −297 pm and the small gain in power turns into a loss of about 4%, so the node results above do not carry over to this capped mirror. For p polarization the final rms is 1.77 pm. Moving the wavelength by −1% or +1%, with stack and indices fixed, gives 0.92 or 2.59 pm, and image shifts of 1.02 or 0.58 nm. These figures take the clean system's phase as compensated at each wavelength separately. On that footing the film smears light covering the range by about 0.4 nm, still small beside 116 nm. The numbers are also sensitive to the stack: changing its period by only 0.01 nm moves the 2 nm film's piston by about 6.5 pm and its final rms by up to 10%. Interdiffusion matters too: blurring the Mo/Si interfaces with an error-function profile of rms width 0.5 to 0.8 nm and retuning the period lowers the reflectance to between 0.71 and 0.67 and raises the final rms to between about 1.5 and 2.0 pm. I have left out lateral roughness and uncertainty in the carbon index, and this is one mirror, not a whole projection system.

The assumption most likely to fail is uniformity, since carbon grows according to local illumination and gas. Suppose the mirror lies where pupil position maps onto mirror position, and the thickness is

d = 2 nm + 0.4 nm × (u_x² − u_y²),

where u_x and u_y are pupil coordinates scaled to a unit disc. Differentiating the node formula with respect to d gives a slope of magnitude

4δ sin²(qd)/cosθ₀ ≈ 102 pm per nm.

The rms of u_x² − u_y² over the disc is 1/√6, so the thickness rms is 0.163 nm and the OPD rms about 17 pm. The full computation gives 16.8 pm after piston, tilt and focus are removed, twelve times the uniform film's residual. With the sign of the uneven part reversed it gives 14.4 pm, still about ten times.

Q: So I should have asked how the phase varies over the pupil, not how much phase there is.

A: Yes. For your film, that means finding the range of incidence angles, the mirror's reflection phase over that range, and the thickness map. The mean thickness alone does not determine the blur.
